Etch selectivity of two films with square-root ion yields

**Problem**

Ions of a single energy E strike two films at normal incidence. The yield Y_i is the number of units of film i removed per ion, a unit being an atom or a formula unit. Each film obeys a square-root law with a threshold E_i and a prefactor A_i > 0:

Y_i(E) = A_i (√E − √E_i) for E > E_i, and Y_i(E) = 0 for E ≤ E_i.

Film 1 has the lower threshold, 0 < E₁ < E₂. The selectivity for film 1 is S = Y₁/Y₂, and the prefactor ratio is r = A₁/A₂.

(a) State where S is finite, infinite or undefined. Show that S diverges as E falls to E₂ from above, that it decreases strictly for E > E₂, and that it tends to r as E → ∞. What happens if the thresholds are equal or in the reverse order?

(b) Find the slope dS/dE, the leading behaviour near E₂ and at high energy, and the energy that gives a chosen selectivity.

(c) Take E₁ = 16 eV, E₂ = 36 eV, A₁ = 0.4 and A₂ = 0.04 per ion per √eV. The ion current density is 1 mA/cm², the ions are singly charged, and the films contain n₁ = 5.0×10²² and n₂ = 2.3×10²² units per cm³. Find S and the etch rates at 49, 64 and 100 eV. How much of film 2 is lost during an overetch long enough to remove 20 nm of film 1?

(d) Estimate how an ion energy spread, a background yield, a limited supply of neutral reactant, an error in E₂ and collisions in the sheath change these results.

**Solution**

**(a) Divergence, decrease and limit**

For E ≤ E₁ both yields vanish, and S = 0/0 is undefined. For E₁ < E ≤ E₂ film 1 etches and film 2 does not, so S is infinite. For E > E₂ both yields are positive and

S = r (√E − √E₁)/(√E − √E₂).

Define Δ = √E₂ − √E₁, which is positive because E₁ < E₂. The numerator is then

√E − √E₁ = (√E − √E₂) + Δ,

and division by √E − √E₂ gives

S = r [1 + Δ/(√E − √E₂)].  (1)

The three claims follow from this form.

- As E → E₂ from above, the denominator tends to zero through positive values while Δ stays fixed and positive. Hence S → +∞.
- As E rises, √E − √E₂ is positive and strictly increasing. The fraction therefore strictly decreases, and so does S.
- As E → ∞, the fraction tends to zero through positive values. Hence S → r from above.

The physical reason is visible in the yields themselves. Multiplying the split numerator by A₁ gives

Y₁ = r Y₂ + A₁Δ, so that S = r + A₁Δ/Y₂.

Film 1 has a constant extra yield A₁Δ, which comes from its lower threshold. This head start dominates when Y₂ is small and loses its weight as Y₂ grows.

The order of the thresholds matters. If E₁ = E₂, then Δ = 0 and S = r at every energy above the common threshold. If E₁ > E₂, equation (1) holds for E > E₁ with Δ < 0. The selectivity is then zero at E₁ and rises towards r from below.

**(b) Slope, limiting forms and inversion**

Write u = √E, so that du/dE = 1/(2√E). From (1), dS/du = −rΔ/(u − √E₂)², and the chain rule gives

dS/dE = −rΔ / [2√E (√E − √E₂)²] < 0.  (2)

Near the higher threshold, multiply the numerator and denominator of the fraction in (1) by √E + √E₂. Since (√E − √E₂)(√E + √E₂) = E − E₂,

S = r [1 + Δ(√E + √E₂)/(E − E₂)].

To first order, √E + √E₂ ≈ 2√E₂ + (E − E₂)/(2√E₂). Therefore

S ≈ 2r√E₂ Δ/(E − E₂) + r[1 + Δ/(2√E₂)].  (3)

The first term is a simple pole: close enough to E₂, halving the distance to threshold doubles S.

At high energy √E₂ is negligible beside √E, and (1) gives

S/r − 1 ≈ Δ/√E.

This approach is slow: once √E is much larger than √E₂, a hundredfold increase in energy reduces the relative excess by a factor of only about ten. At lower energies the factor is larger. With the parameters of (c) it is 23.5 between 100 eV and 10 keV.

For a chosen S > r, equation (1) gives S/r − 1 = Δ/(√E − √E₂), hence

√E = √E₂ + Δ/(S/r − 1).  (4)

The strict decrease of S makes this energy unique. No finite energy above E₂ gives S ≤ r in this model.

**(c) Numbers**

The parameters give r = 0.4/0.04 = 10 and Δ = 6 − 4 = 2 √eV. At 49 eV, where √E = 7 √eV,

Y₁ = 0.4 × (7 − 4) = 1.2,
Y₂ = 0.04 × (7 − 6) = 0.04,
S = 1.2/0.04 = 30.

At 64 eV the yields are 1.6 and 0.08, so S = 20. At 100 eV they are 2.4 and 0.16, so S = 15. Closer to threshold, at 37 eV, equation (1) gives S = 251.7. The pole term in (3) supplies 240 of this and the constant term 11.7.

Equation (2) gives a slope of −1.43 per eV at 49 eV and −0.31 per eV at 64 eV. High selectivity is thus bought with greater sensitivity to the ion energy. For S = 25, equation (4) gives √E = 6 + 2/1.5 = 7.33 √eV, or E = 53.8 eV.

The same equation shows how remote the limit is. S comes within 10% of r at (6 + 2/0.1)² = 676 eV, and within 1% at (6 + 2/0.01)² eV, about 42 keV. The square-root law is a low-energy description and should not be trusted at the second energy. The value r is the asymptote of the law, not a prediction for very fast ions.

The thickness removed per unit time is the number of units removed per area and time, divided by their density. With ion flux Γ,

R_i = ΓY_i/n_i, and therefore R₁/R₂ = S n₂/n₁.

The rate ratio tends to r n₂/n₁ = 10 × 2.3/5.0 = 4.6, not to r. For singly charged ions Γ is the current density divided by the elementary charge, 6.24×10¹⁵ cm⁻² s⁻¹. At 64 eV,

R₁ = 6.24×10¹⁵ × 1.6/(5.0×10²²) cm/s = 2.0×10⁻⁷ cm/s,

which is 120 nm/min. While 20 nm of film 1 is removed, film 2 loses 20 nm divided by R₁/R₂. At fixed ion flux the results are:

- 49 eV: rates 90 and 6.5 nm/min, ratio 13.8, loss 1.45 nm.
- 64 eV: rates 120 and 13.0 nm/min, ratio 9.2, loss 2.2 nm.
- 100 eV: rates 180 and 26 nm/min, ratio 6.9, loss 2.9 nm.

Going from 100 to 49 eV halves the loss of film 2, but it also halves the etch rate of film 1.

**(d) Effects left out**

Each effect is taken alone, with the other parameters unchanged.

*Energy spread.* Let the ion energies be uniformly distributed between E₂ − w and E₂ + w, with w small. The upper half of the ions etches film 2. With x = E − E₂ and √(E₂ + x) − √E₂ ≈ x/(2√E₂), its mean yield is

⟨Y₂⟩ ≈ (1/2w) ∫₀ʷ A₂ x/(2√E₂) dx = A₂w/(8√E₂).

To leading order ⟨Y₁⟩ ≈ A₁Δ, so the ratio of mean yields is

⟨Y₁⟩/⟨Y₂⟩ ≈ 8r√E₂ Δ/w.

With the distribution centred at E₂ the selectivity is finite. The divergence has not disappeared, because this distribution has a sharp upper edge. For a centre E_c below E₂, with δ = E_c + w − E₂ > 0, the same integral gives ⟨Y₂⟩ ≈ A₂δ²/(8w√E₂). The selectivity therefore diverges as 1/δ² when E_c falls to E₂ − w. For w = 5 eV it is about 4000 at a centre of 32 eV and infinite at 31 eV. At the centre E₂ the value is moderate. For w = 5 eV the formula gives 8 × 10 × 6 × 2/5 = 192, while numerical integration of the full yields gives 196.

Centred at 49 eV, the same spread changes S from 30 to 30.06. All the ions then lie above both thresholds, and the spread acts through the mean of √E. This mean is slightly below 7 √eV because the square root is concave. By (1), a smaller mean root gives a slightly larger S.

*Background yield.* Suppose that film 2 also loses 0.002 units per ion by a process independent of ion energy. At E₂ the selectivity is then 0.8/0.002 = 400 instead of infinite. At 49 eV it is 1.2/0.042 = 28.6 instead of 30.

*Neutral supply.* Let Y be the yield of a surface fully covered with reactant, and let θ be the covered fraction. Assume that bare sites do not etch. Let Y_m be the largest yield that the arriving reactant can sustain. In the steady state, resupply of bare sites balances consumption at covered ones:

Y_m(1 − θ) = Yθ, so θ = Y_m/(Y_m + Y).

The actual yield is

Y_eff = Yθ = Y/(1 + Y/Y_m).

With Y_m = 10 per ion for both films, the selectivity at 64 eV is

S = (1.6/1.16)/(0.08/1.008) = 17.4,

instead of 20. At 400 eV the unlimited yields are 6.4 and 0.56, and S falls from 11.4 to 7.4, which is below r. As E → ∞ both yields tend to Y_m and S tends to 1. With a common Y_m, the limit r = 10 is reached only if the reactant supply grows faster than the yields, so that Y/Y_m tends to zero for both films. With separate fixed supplies, S tends to Y_m1/Y_m2, which is set by the supply and not by the prefactors.

*Threshold error.* With E₂ = 34 eV instead of 36 eV, S at 49 eV is 25.7. With 38 eV it is 35.9. An error of 2 eV in the threshold thus moves this selectivity by 14 to 20%.

*Sheath collisions.* Let φ be the potential drop from the sheath edge and x the distance from it. Ions of mass M that start nearly at rest have speed √(2eφ/M), and their charge density is the current density J divided by this speed. With electrons neglected, Poisson's equation is

d²φ/dx² = (J/ε₀) √(M/(2eφ)).

Try φ = V(x/s)^(4/3), where s is the sheath thickness and V the total drop. This form has zero potential and zero field at the edge. Its second derivative is (4V/9s²)(x/s)^(−2/3), and the right side of the equation varies with x in the same way. Equating the coefficients gives

s² = (4ε₀/9J) √(2e/M) V^(3/2).

For V = 64 V, J = 10 A/m² and M = 71 u (Cl₂⁺), s = 0.58 mm. At a gas pressure p = 10 mTorr and temperature T = 400 K, with a rough collision cross section σ = 5×10⁻¹⁵ cm², the mean free path is λ = k_BT/(pσ) = 8.3 mm. The share of ions that collide is 1 − exp(−s/λ) = 6.7%. Both s and this share are low estimates, because electrons near the edge and the ions' entry speed reduce the net charge there and make a real sheath thicker.

As a rough estimate, give these ions energies spread uniformly from 0 to 64 eV and ignore etching by fast neutrals. The ratio of mean yields then rises from 20 to 20.3. The rise is expected, because at every energy between E₁ and 64 eV film 1 etches more than 20 times as fast as film 2, in units per ion.

**The real case**

The parameters are round values chosen to illustrate polysilicon etched over silicon oxide in a chlorine plasma. They are not fitted to measured yields or to a particular reactor, so a real process needs its own thresholds and prefactors. At 64 eV limited neutral supply lowers S by 13% for the assumed Y_m = 10, more than the sheath collisions change it. This figure depends strongly on Y_m. For Y_m = 30 the drop is 5%, less than the 8 to 9% caused at this energy by a 2 eV error in E₂. A common Y_m for both films is crude, since their surface chemistry differs. Under a radio-frequency bias the energy spread can be well above 5 eV. Once its half-width exceeds 13 eV about a centre of 49 eV, some ions fall below E₂ and the small-shift argument above no longer applies.

In the examples above, lowering the energy towards E₂ raises the selectivity at the cost of a lower etch rate. Equation (1) gives the size of the gain while the spread is small compared with E − E₂, the background yield is small compared with Y₂, and both yields are small compared with Y_m. At E₂ itself the spread and the background each keep S finite. A spread with a sharp upper edge only moves the divergence down to E₂ − w, whereas a background yield removes it.

Numbers in the example were calculated in double precision.
